# Radiative width of an encapsulated monolayer exciton versus spacer thickness

## Question

A semiconductor monolayer lies in the plane $z=0$ of a planar stack. From top to bottom the stack consists of vacuum, a boron nitride (BN) cap, the monolayer, a BN spacer of thickness $d$, an oxide layer and a semi-infinite silicon substrate. The $z$ axis points down, towards the silicon.

The monolayer has one bright exciton of energy $\omega_0$ at zero in-plane wavevector, with an in-plane dipole. Its transition dipole for one linear polarization is $D=\langle X|\hat d|0\rangle$ for a sheet of area $A$. In a Bethe-Salpeter description $D$ is a coherent sum over electron-hole pairs and grows as $\sqrt A$, so $S=|D|^2/A$ is finite.

Use Hartree atomic units with $4\pi\varepsilon_0=1$, fields varying as $e^{-i\omega t}$, and $k=\omega/c$. Take these round model parameters:

- exciton energy 1.7 eV (0.062474 hartree), $S=0.02$;
- refractive indices $n=2.1$ (BN, in-plane), $n_{\rm ox}=1.5$, $n_s=3.8+0.01i$ (silicon);
- cap 20 nm, oxide 100 nm.

Neglect nonradiative decay, disorder and the non-resonant polarizability of the monolayer.

**(a)** Find the response of the sheet to a field near resonance, and the radiative width $\Gamma_0$ of the free-standing monolayer.

**(b)** Use transfer matrices to find the width and the energy shift in the stack. State the approximation made.

**(c)** Into which channels does the exciton decay, and how is the vacuum channel related to the field that an external beam produces at the monolayer?

**(d)** Find the period of the width as a function of $d$, its largest and smallest values, and the thicknesses at which they occur.

**(e)** Is the minimum a true node? Do the extremes of the width coincide with those of the external field?

**(f)** Discuss the numbers, and the effect of changing the oxide to 250 nm.

## Model answers

### (a) Sheet response and free-standing width

Let $c_X$ be the exciton amplitude and $E e^{-i\omega t}$ the positive-frequency part of the field at the sheet. The coupling $-\hat dE$ gives, to first order in the field,

$$i\dot c_X=\omega_0c_X-DE\,e^{-i\omega t}.$$

The driven solution is $c_X=DE\,e^{-i\omega t}/(\omega_0-\omega)$. The dipole per area is $D^*c_X/A$, so its amplitude is

$$P=\frac{S\,E}{\omega_0-\omega}.$$

The counter-rotating term, with denominator $\omega_0+\omega$, has been dropped because it is small near resonance.

At normal incidence Maxwell's equations reduce to

$$E''+n^2k^2E=-4\pi k^2P\,\delta(z).$$

Integrating across the sheet shows that $E$ is continuous and that $E'$ jumps by $-4\pi k^2P$. With $H=E'/(ik)$ the jump is

$$H(0^+)-H(0^-)=4\pi ikP=\frac{4\pi ikS}{\omega_0-\omega}E(0).$$

A decaying exciton has outgoing waves and no incident wave. In vacuum the wave below is $e^{ikz}$, with $H=E$, and the wave above is $e^{-ikz}$, with $H=-E$. The jump is therefore $2E$, and

$$2=\frac{4\pi ikS}{\omega_0-\omega}\quad\Rightarrow\quad\omega=\omega_0-2\pi ikS.$$

The amplitude decays as $e^{-i\omega t}$, so the population decays at the rate $-2\,\mathrm{Im}\,\omega$. With $k$ taken at $\omega_0$,

$$\Gamma_0=4\pi\frac{\omega_0}{c}S=\frac{4\pi(0.062474)(0.02)}{137.04}=1.146\times10^{-4}\ \text{hartree}=3.12\ \text{meV}.$$

This is a full width. A separate test, which diagonalizes the exciton coupled to quantized vacuum modes, gives a decay rate of $1.0025\,\Gamma_0$.

### (b) Width and shift in the stack

In a uniform layer of index $n_j$ write $E=ae^{in_jkz}+be^{-in_jkz}$, so that $H=n_j(ae^{in_jkz}-be^{-in_jkz})$. At the upper face $a+b=E_0$ and $a-b=H_0/n_j$. Expanding the exponentials at depth $t$, with $\delta=n_jkt$, gives

$$\begin{pmatrix}E\\H\end{pmatrix}_{t}=\begin{pmatrix}\cos\delta&(i/n_j)\sin\delta\\ in_j\sin\delta&\cos\delta\end{pmatrix}\begin{pmatrix}E_0\\H_0\end{pmatrix}.$$

Both $E$ and $H$ are continuous at interfaces, so matrices of successive layers multiply.

Define the admittances seen from the sheet for outgoing waves: $Y_d=H/E$ just below and $Y_u=-H/E$ just above. If the medium beyond a layer has admittance $Y$, the inverse matrix gives the admittance at the near face:

$$Y\ \to\ n_j\,\frac{Y-in_j\tan\delta}{n_j-iY\tan\delta}.$$

The same rule holds upward, by mirror symmetry. For $Y_u$ start from $Y=1$ and cross the cap. For $Y_d$ start from $Y=n_s$, then cross the oxide and the spacer. For the cap, $\delta=2\pi(2.1)(20)/729.3=0.362$ and $\tan\delta=0.379$, which gives $Y_u=1.107-0.595i$.

The jump condition now reads $(Y_d+Y_u)E=4\pi ikSE/(\omega_0-\omega)$, or

$$\omega=\omega_0-\frac{4\pi ikS}{Y_u+Y_d}.$$

The right-hand side still depends on $\omega$. Evaluate it at $\omega_0$ and set $y=2/(Y_u+Y_d)$. Then $\omega=\omega_0-\tfrac{i}{2}\Gamma_0y$, and

$$\Gamma=\Gamma_0\,\mathrm{Re}\,y,\qquad \Delta=\mathrm{Re}\,\omega-\omega_0=\tfrac12\Gamma_0\,\mathrm{Im}\,y.$$

For a free-standing sheet $Y_u=Y_d=1$, so $y=1$ and the result of (a) returns.

Freezing the frequency requires the optical phases to change little when $\omega$ moves by about $\Gamma_0$. This fails for a sufficiently thick stack or a sharp cavity resonance. Here the true complex poles differ from the formula by at most $0.0029\,\Gamma_0$ at the ten thicknesses tested (0 to 180 nm). The width, being twice an imaginary part, is then in error by at most about $0.006\,\Gamma_0$, or 0.02 meV. With $S$ reduced a hundredfold the deviation, in units of the new $\Gamma_0$, also falls about a hundredfold, as expected of a correction of next order in $S$.

### (c) Decay channels and the external field

The energy flux is proportional to $\mathrm{Re}(E^*H)$. With $E_s$ the field at the sheet, the fluxes leaving upward and downward are proportional to $|E_s|^2\mathrm{Re}\,Y_u$ and $|E_s|^2\mathrm{Re}\,Y_d$. The width splits in the same ratio, because

$$\mathrm{Re}\,y=\frac{2\,\mathrm{Re}(Y_u+Y_d)}{|Y_u+Y_d|^2}=\tfrac12|y|^2\left(\mathrm{Re}\,Y_u+\mathrm{Re}\,Y_d\right).$$

Hence $\Gamma_{\rm up}=\tfrac12\Gamma_0|y|^2\mathrm{Re}\,Y_u$ and $\Gamma_{\rm down}=\tfrac12\Gamma_0|y|^2\mathrm{Re}\,Y_d$. The BN and oxide are lossless, so the downward part enters the silicon, where it is finally absorbed. The "radiative" width thus includes light that never reaches a detector above the sample.

Now let a beam of unit amplitude fall from vacuum on the stack without the exciton response, and let $E_{\rm ext}$ be its field at $z=0$. Compare this solution $B$ with the emission solution $A$. In the cap both obey the same wave equation, so $E_AH_B-E_BH_A$ is constant there; equivalently, the layer matrix has unit determinant.

- At the top surface $E_A=a$ and $H_A=-a$, while $E_B=1+r$ and $H_B=1-r$. The constant is $a(1-r)+a(1+r)=2a$.
- Just above the sheet $E_A=E_s$ and $H_A=-Y_uE_s$, while $E_B=E_{\rm ext}$ and $H_B=Y_dE_{\rm ext}$. The constant is $(Y_u+Y_d)E_sE_{\rm ext}=2E_sE_{\rm ext}/y$.

So $a=E_sE_{\rm ext}/y$. The upward flux is $|a|^2$ in vacuum and $|E_s|^2\mathrm{Re}\,Y_u$ at the sheet. Equating them gives $|y|^2\mathrm{Re}\,Y_u=|E_{\rm ext}|^2$, and therefore

$$\Gamma_{\rm up}=\tfrac12\Gamma_0|E_{\rm ext}|^2.$$

The exciton emits into vacuum in proportion to the intensity with which a beam from vacuum can drive it. This reciprocity concerns one channel, not the whole width.

### (d) Period and extremes

Let $u$ and $w$ be the reflection coefficients, at the sheet and inside BN, of the structures above and below. Below the sheet $E\propto1+w$ and $H\propto n(1-w)$; the upper side is analogous. Hence

$$Y_d=n\frac{1-w}{1+w},\qquad Y_u=n\frac{1-u}{1+u}.$$

In the sum, the numerator is $(1-u)(1+w)+(1-w)(1+u)=2(1-uw)$, so

$$y=\frac Fn,\qquad F=\frac{(1+u)(1+w)}{1-uw}.$$

The spacer enters through the round-trip phase alone: $w=w_0e^{2inkd}$. The period follows from $2nkd=2\pi$:

$$d_{\rm per}=\frac{\lambda}{2n}=\frac{729.3\ \text{nm}}{4.2}=173.6\ \text{nm}.$$

As $d$ varies, $w$ moves round a circle of radius $\rho=|w_0|$. To show that $F$ also moves on a circle, define

$$N=1-\rho^2|u|^2,\qquad C=\frac{(1+u)(1+\rho^2u^*)}{N}.$$

Subtracting,

$$F-C=\frac{(1+u)\left[(1+w)(1-\rho^2|u|^2)-(1+\rho^2u^*)(1-uw)\right]}{N(1-uw)}.$$

On expansion the terms $1$, and the terms $\rho^2|u|^2w$, cancel. The bracket becomes $w+uw-\rho^2u^*-\rho^2|u|^2=(1+u)(w-\rho^2u^*)$. Since $\rho^2=ww^*$, we have $w-\rho^2u^*=w(1-u^*w^*)$, whose modulus is $\rho|1-uw|$. The denominator cancels, and

$$|F-C|=R=\frac{\rho|1+u|^2}{N}.$$

The map from $w$ to $F$ is continuous and invertible, so the full circle is covered in one period. The real part of $F$ then runs between $\mathrm{Re}\,C-R$ and $\mathrm{Re}\,C+R$:

$$\Gamma_{\max,\min}=\frac{\Gamma_0}{n}(\mathrm{Re}\,C\pm R).$$

For the position, solve $F(1-uw)=(1+u)(1+w)$ for $w$ with $F=C\pm R$:

$$w=\frac{F-1-u}{1+u+uF},\qquad d=\frac{\arg(w/w_0)}{2nk}\ \ \text{modulo}\ \frac{\lambda}{2n}.$$

For the numbers, $u=(n-Y_u)/(n+Y_u)=0.266+0.235i$. At $d=0$ the lower admittance is $0.632+0.356i$, so

$$w_0=\frac{1.468-0.356i}{2.732+0.356i}=0.512-0.197i,\qquad\rho=0.548.$$

With $|u|^2=0.126$ and $\rho^2=0.301$, $N=0.962$. Also $|1+u|^2=1.658$, so $R=0.548(1.658)/0.962=0.945$, while $C=1.438+0.171i$. Therefore

$$\Gamma_{\max}=\frac{3.118}{2.1}(1.438+0.945)=3.54\ \text{meV},$$

$$\Gamma_{\min}=\frac{3.118}{2.1}(1.438-0.945)=0.73\ \text{meV}.$$

They occur at $d=170.5$ nm and $d=91.4$ nm, plus whole periods. The repetition is exact within the frozen-frequency formula. Its error grows roughly in proportion to $d$, from about $0.006\,\Gamma_0$ in the width over the first period to about $0.05\,\Gamma_0$ after ten periods. The ratio is 4.8. Numerical searches confirm the values, positions and period.

### (e) Node, antinode and the external field

**The minimum.** Multiplying $\mathrm{Re}\,C-R$ by $N$ gives

$$1+(1+\rho^2)\mathrm{Re}\,u+\rho^2|u|^2-\rho(1+2\,\mathrm{Re}\,u+|u|^2)$$
$$=(1-\rho)\left[1-\rho|u|^2+(1-\rho)\mathrm{Re}\,u\right].$$

Because $\mathrm{Re}\,u\ge-|u|$, the bracket is at least $(1-|u|)(1+\rho|u|)$, which is positive for $|u|<1$. The minimum thus vanishes if $\rho=1$ and is positive if $\rho<1$. For $\rho=1$, zero width means $F=0$, hence $w=-1$: the incident and reflected waves cancel at the sheet, a true node. In the present stack the substrate reflects partly, and the width has a floor.

The perfect mirror also gives a simple maximum. Then $C$ is real and equal to $R$, so

$$\Gamma_{\max}=\frac{2\Gamma_0|1+u|^2}{n(1-|u|^2)}=\frac{2\Gamma_0}{\mathrm{Re}\,Y_u}.$$

Without a cap $Y_u=1$ and the width doubles: the field at the antinode is twice that of the free wave, giving four times the intensity, but only one of the two free-space emission directions remains. With the 20 nm cap the factor is $2/1.107=1.81$.

**The positions.** From (c), $|E_{\rm ext}|^2=|F|^2\mathrm{Re}\,Y_u/n^2$, where $Y_u$ does not depend on $d$. The external intensity therefore has its extremes where $|F|$ does, at the points of the circle farthest from and nearest to the origin, $F=C(1\pm R/|C|)$. The width has its extremes at $F=C\pm R$. Since $\mathrm{Re}\,C>0$, these points agree when $C$ is real. But

$$\mathrm{Im}\,C=\frac{(1-\rho^2)\,\mathrm{Im}\,u}{N}.$$

For a reflecting substrate, agreement thus requires a real $u$ or $\rho=1$. The cap gives $u=\frac{n-1}{n+1}e^{2inkt}$ for cap thickness $t$, which is real without a cap and for multiples of a quarter wave, $\lambda/(4n)$. Coincidence was tested for no cap, a quarter-wave cap and a perfectly reflecting substrate.

For the 20 nm cap the field maximum is at 172.7 nm and the field minimum at 96.0 nm. The width extremes come at smaller $d$, by 2.3 nm and 4.6 nm respectively. Node and antinode are a good guide to the oscillation here, but not its exact location.

### (f) Reading the numbers

Selected values, with widths and shift in meV, are:

| $d$ (nm) | $\Gamma$ | to vacuum | to silicon | $\Delta$ |
|---:|---:|---:|---:|---:|
| 0 | 3.52 | 2.24 | 1.28 | 0.24 |
| 40 | 1.81 | 1.05 | 0.76 | 0.81 |
| 80 | 0.79 | 0.18 | 0.60 | 0.32 |
| 100 | 0.77 | 0.11 | 0.66 | −0.03 |
| 140 | 2.16 | 1.06 | 1.10 | −0.57 |
| 180 | 3.38 | 2.17 | 1.21 | 0.45 |

A finite-element solution of the wave equation with a point source reproduces the complex response, the upward flux and the sum of the two fluxes at the ten tested thicknesses, with deviations below $10^{-6}\,\Gamma_0$.

The vacuum part nearly disappears near the minimum, while the silicon part does not. To see why, insert $\mathrm{Re}\,Y_d=n(1-\rho^2)/|1+w|^2$ into $\Gamma_{\rm down}$. The factor $|1+w|^2$, which carries the standing-wave node, cancels against the one in $|F|^2$:

$$\Gamma_{\rm down}=\Gamma_0\frac{(1-\rho^2)|1+u|^2}{2n|1-uw|^2}.$$

What remains is the weaker modulation by repeated reflection between the upper BN surface, facing the vacuum, and the oxide-covered substrate. At the width minimum 15% of the decay goes to vacuum and 85% to silicon; at the maximum 63% goes to vacuum. A long radiative lifetime at the minimum is therefore not accompanied by efficient emission towards the observer.

The shift follows the imaginary part of the same circle, so it lies between $(\Gamma_0/2n)(\mathrm{Im}\,C-R)=-0.57$ meV and $(\Gamma_0/2n)(\mathrm{Im}\,C+R)=0.83$ meV. It is largest in magnitude on the flanks of the width oscillation.

**A 250 nm oxide.** A quarter wave in the oxide is $729.3/6=122$ nm. There $\tan\delta\to\infty$, and the admittance rule gives $n_{\rm ox}^2/n_s\approx2.25/3.8=0.59$. The reflection seen from BN is then $(2.1-0.59)/(2.1+0.59)=0.56$. At a half wave, 243 nm, $\tan\delta=0$ and the oxide drops out: the admittance is about 3.8, and the reflection has magnitude $1.7/5.9=0.29$. The 100 nm oxide is near the first case and the 250 nm oxide near the second, with $\rho=0.292$. Its width runs from 1.22 to 2.68 meV, a ratio of 2.2 instead of 4.8. The period in $d$ is unchanged.

**Limits of the model.** $\omega_0$ and $S$ were held fixed while $d$ changed. For very thin spacers the nearby oxide also alters the screened electron-hole attraction, and then both parameters should be recomputed; the entry at $d=0$ shows the optical effect alone. A measured linewidth also contains nonradiative and disorder contributions, which reduce the relative contrast if they do not vary with $d$. The monolayer was given no thickness and no background polarizability. A layer 0.65 nm thick with a background permittivity of 15 to 25 changes the extreme widths by about 1%, but it moves their positions down by 1 to 3 nm, enlarges the offsets of (e) by 10 to 20%, and separates the width and field extremes by up to 1 nm even without a cap. Positions quoted to a tenth of a nanometre therefore belong to the model. Oblique emission, for which the phases and admittances depend on angle and polarization, is outside this calculation. The full numerical output follows.

## Calculated quantities

```
exciton energy = 1.700 eV = 0.062474 hartree
dipole squared per area S = 0.020 a.u.
indices: BN 2.1, oxide 1.5, silicon (3.8+0.01j)
cap = 20.0 nm, oxide = 100.0 nm
vacuum wavelength = 729.32 nm
period lambda/(2n) = 173.65 nm
free-standing width Gamma0 = 3.1178 meV = 1.1458e-04 hartree
mode-diagonalization rate / Gamma0 = 1.00252
Yu = 1.1073-0.5953j, Yd(d=0) = 0.6321+0.3559j
u = 0.2659+0.2350j, w0 = 0.5116-0.1969j, rho = 0.5482
circle centre C = 1.4381+0.1708j, radius R = 0.9445
d(nm) width(meV) to vacuum(meV) to silicon(meV) shift(meV) |E_ext|^2
    0   3.5184   2.2398   1.2786   0.2421   1.4368
   20   2.7754   1.7680   1.0074   0.7506   1.1341
   40   1.8092   1.0458   0.7633   0.8088   0.6709
   60   1.1363   0.5014   0.6349   0.6190   0.3216
   80   0.7885   0.1843   0.6042   0.3225   0.1182
  100   0.7675   0.1052   0.6623  -0.0284   0.0675
  120   1.1752   0.3502   0.8250  -0.3844   0.2246
  140   2.1605   1.0631   1.0974  -0.5743   0.6819
  160   3.3231   2.0038   1.3192  -0.2458   1.2854
  180   3.3758   2.1698   1.2060   0.4536   1.3919
width maximum: d = 170.49 nm, 3.5375 meV, Gamma/Gamma0 = 1.1346
  fraction to vacuum there = 0.6314, |E_ext|^2 = 1.4327
  field maximum: d = 172.74 nm, width minus field position = -2.26 nm
width minimum: d = 91.42 nm, 0.7328 meV, Gamma/Gamma0 = 0.2350
  fraction to vacuum there = 0.1457, |E_ext|^2 = 0.0685
  field minimum: d = 96.02 nm, width minus field position = -4.61 nm
max/min width ratio = 4.828
oxide 250 nm: rho = 0.2924, max = 2.6778 meV, min = 1.2226 meV
oxide 250 nm: max/min ratio = 2.190
perfect mirror: minimum Gamma/Gamma0 = 2.3e-19
largest finite-element deviation = 7.6e-07 (units of Gamma0)
largest complex-pole deviation = 2.90e-03 (units of Gamma0)
same with S/100 = 2.87e-05 (units of its own Gamma0)
```
